# Why inversion forbids the Pockels effect in silicon but permits Kerr: a program that tests the result

```python
"""
Result under test: a crystal with inversion symmetry has no linear (Pockels)
change of its optical impermeability eta = inverse(epsilon), while the
quadratic (Kerr) change is allowed:
    eta_ij(F) = eta_ij(0) + r_ijk F_k + R_ijkl F_k F_l + ...
The diamond structure is tested from its atomic positions. A model with four
two-electron bonds per cell then gives r and R numerically.
Symbols: b bond length, h bond coupling, p half the site-energy difference,
w photon energy, F static field. An electron has energy +F.r in the field.
Energies are in eV, lengths in angstrom, fields in V/angstrom.
Local fields, ionic motion and higher bands are not included in the model.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

b, h, p_polar, w, field = 2.4, 2.0, 1.0, 0.8, 1.0e-3
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
identity = np.eye(3)

# ---------- symmetry of the crystal, found from atomic positions ----------
cube = 4 * b / np.sqrt(3)
lattice = cube / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
basis = np.array([[0, 0, 0], [cube / 4] * 3], float)
volume = abs(np.linalg.det(lattice))


def is_integer(x):
    return np.allclose(x, np.round(x), atol=1e-8)


def translations(W, cell, atoms, species):
    """Translations that complete W to a symmetry of the crystal."""
    inverse = np.linalg.inv(cell)
    if not is_integer(inverse @ W @ cell):
        return []
    found = []
    for target in atoms:
        t = target - W @ atoms[0]
        good = True
        for i, atom in enumerate(atoms):
            image = W @ atom + t
            good &= any(species[i] == species[k]
                        and is_integer(inverse @ (image - atoms[k]))
                        for k in range(len(atoms)))
        if good:
            found.append(t)
    return found


cubic = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        cubic.append(np.diag(signs) @ identity[list(order)])

diamond = [W for W in cubic if translations(W, lattice, basis, "XX")]
binary = [W for W in cubic if translations(W, lattice, basis, "XY")]
site = [W for W in diamond
        if any(np.allclose(t, 0)
               for t in translations(W, lattice, basis, "XX"))]
rotations = [W for W in diamond if np.linalg.det(W) > 0]
assert len(diamond) == 48 and len(binary) == 24 and len(site) == 24
inversion_shift = translations(-identity, lattice, basis, "XX")
assert len(inversion_shift) == 1
center = inversion_shift[0] / 2
assert np.allclose(center, basis.mean(axis=0))
assert not any(np.allclose(W, -identity) for W in site)

# Uniform strain plus a relative displacement of the two sublattices.
strain = np.array([[0.02, 0.01, -0.004],
                   [0.01, -0.01, 0.006],
                   [-0.004, 0.006, 0.015]])
deformation = identity + strain
strained_cell = deformation @ lattice
strained_atoms = basis @ deformation.T
strained_atoms[1] += [0.03, -0.02, 0.01]
strained_equal = len(translations(-identity, strained_cell,
                                  strained_atoms, "XX"))
strained_unequal = len(translations(-identity, strained_cell,
                                    strained_atoms, "XY"))
assert strained_equal == 1 and strained_unequal == 0


def invariant_tensors(group, rank):
    """Null space of symmetry constraints; pairs ij and kl are symmetric."""
    size = 3 ** rank
    unit = np.eye(size)
    constraint = np.zeros((size, size))
    for W in group:
        D = W
        for _ in range(rank - 1):
            D = np.kron(D, W)
        constraint += (D - unit).T @ (D - unit)
    index = np.arange(size).reshape((3,) * rank)
    for pair in ([(0, 1)] if rank == 3 else [(0, 1), (2, 3)]):
        swap = unit[index.swapaxes(*pair).ravel()]
        constraint += (swap - unit).T @ (swap - unit)
    values, vectors = np.linalg.eigh(constraint)
    return vectors[:, values < 1e-8]


def character_count(group, rank):
    total = 0.0
    for W in group:
        pair = (np.trace(W) ** 2 + np.trace(W @ W)) / 2
        total += pair * (np.trace(W) if rank == 3 else pair)
    return total / len(group)


counts = {}
for name, group in (("diamond", diamond), ("binary", binary),
                    ("rotations", rotations)):
    for rank in (3, 4):
        counts[name, rank] = invariant_tensors(group, rank).shape[1]
        assert abs(counts[name, rank] - character_count(group, rank)) < 1e-9
assert counts["diamond", 3] == 0 and counts["diamond", 4] == 3
assert counts["binary", 3] == 1 and counts["rotations", 3] == 0
allowed = invariant_tensors(binary, 3)[:, 0].reshape(3, 3, 3)
for i, j, k in itertools.product(range(3), repeat=3):
    expected = abs(allowed[0, 1, 2]) if len({i, j, k}) == 3 else 0
    assert abs(abs(allowed[i, j, k]) - expected) < 1e-8

# ---------- optical response in a static field ----------


def optical_tensor(H0, positions, F, occupied):
    """Polarizability in angstrom^2/eV from linear-response equations."""
    H = H0 + np.diag(positions @ F)
    energy, states = np.linalg.eigh(H)
    filled = states[:, :occupied]
    empty_projector = np.eye(len(H)) - filled @ filled.T
    result = np.zeros((3, 3))
    for n in range(occupied):
        psi = filled[:, n]
        source = -empty_projector @ (positions * psi[:, None])
        for sign in (1, -1):
            matrix = H - (energy[n] + sign * w) * np.eye(len(H))
            change = np.linalg.solve(matrix, source)
            result -= 2 * (positions * psi[:, None]).T @ change
    return result


directions = np.array([[1, 1, 1], [1, -1, -1],
                       [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def bond_hamiltonian(p):
    return np.array([[p, -h], [-h, -p]])


def permittivity(p, F):
    a = np.zeros((3, 3))
    for n in directions:
        positions = np.array([-b * n / 2, b * n / 2])
        a += optical_tensor(bond_hamiltonian(p), positions,
                            np.array(F, float), 1)
    return identity + 4 * np.pi * coulomb * a / volume


def eta(p, F):
    return np.linalg.inv(permittivity(p, F))


def A_formula(q):
    s = h * h + q * q
    return 2 * b * b * h * h / (np.sqrt(s) * (4 * s - w * w))


def A_slope(q):
    s = h * h + q * q
    return -A_formula(q) * q * (1 / s + 8 / (4 * s - w * w))


A_curvature = -A_formula(0) * (1 / h**2 + 8 / (4 * h**2 - w**2))
zero = np.zeros(3)
ez = np.array([0, 0, 1.0])
scale = 4 * np.pi * coulomb / volume
assert np.isclose(volume, 16 * b**3 / (3 * np.sqrt(3)))
eps_equal = permittivity(0, zero)[0, 0]
eps_polar = permittivity(p_polar, zero)[0, 0]
for p, value in ((0, eps_equal), (p_polar, eps_polar)):
    assert np.isclose(value, 1 + scale * 4 * A_formula(p) / 3, rtol=1e-10)

# Real-time propagation gives the bond polarizability from its definition.
x = np.array([-b / 2, b / 2])
drive = 1e-3
period = 2 * np.pi / w
ramp = 20 * period
_, initial = np.linalg.eigh(bond_hamiltonian(p_polar))
psi0 = initial[:, 0].astype(complex)


def motion(t, psi):
    envelope = np.sin(np.pi * t / (2 * ramp))**2 if t < ramp else 1.0
    H = bond_hamiltonian(p_polar) + np.diag(
        x * drive * envelope * np.cos(w * t))
    return -1j * H @ psi


times = np.linspace(ramp, ramp + 5 * period, 1001)
run = solve_ivp(motion, (0, times[-1]), psi0, method="DOP853",
                t_eval=times, rtol=1e-10, atol=1e-12)
assert run.success
dipole = -2 * (x @ abs(run.y)**2)
waves = np.column_stack([np.ones_like(times), np.cos(w * times),
                         np.sin(w * times)])
A_time = np.linalg.lstsq(waves, dipole, rcond=None)[0][1] / drive
assert np.isclose(A_time, A_formula(p_polar), rtol=1e-3)


def linear_tensor(p, step=1e-3):
    return np.stack([(eta(p, step * e) - eta(p, -step * e)) / (2 * step)
                     for e in identity], axis=2)


r_equal = linear_tensor(0)
r_polar = linear_tensor(p_polar)
geometry = np.sum(np.prod(directions, axis=1))
assert np.isclose(geometry, 4 / (3 * np.sqrt(3)))
r_formula = (scale * b / 2 * 4 / (3 * np.sqrt(3))
             * A_slope(p_polar) / eps_polar**2)
assert np.max(abs(r_equal)) < 1e-10
assert np.isclose(r_polar[0, 1, 2], r_formula, rtol=1e-4)

step = 0.01
second = (eta(0, step * ez) + eta(0, -step * ez)
          - 2 * eta(0, zero)) / (2 * step**2)
R_xxzz, R_xxxx = second[0, 0], second[2, 2]
R_xyxy = eta(0, [step, step, 0])[0, 1] / (2 * step**2)
R_formula = -scale * b**2 / 18 * A_curvature / eps_equal**2
assert np.allclose([R_xxxx, R_xxzz, R_xyxy], R_formula, rtol=1e-3)

# Index changes and their powers of the field.
n_equal, n_polar = np.sqrt(eps_equal), np.sqrt(eps_polar)
kerr_change = eta(0, field * ez)[0, 0] - eta(0, zero)[0, 0]
kerr_double = eta(0, 2 * field * ez)[0, 0] - eta(0, zero)[0, 0]
pockels_change = eta(p_polar, field * ez)[0, 1]
pockels_double = eta(p_polar, 2 * field * ez)[0, 1]
kerr_power = np.log2(kerr_double / kerr_change)
pockels_power = np.log2(pockels_double / pockels_change)
assert abs(kerr_power - 2) < 1e-3 and abs(pockels_power - 1) < 1e-3
dn_kerr = eta(0, field * ez)[0, 0]**-0.5 - n_equal
principal = np.linalg.eigvalsh(eta(p_polar, field * ez))**-0.5
dn_pockels = np.max(principal) - n_polar
assert np.isclose(dn_kerr, -n_equal**3 * R_formula * field**2 / 2, rtol=1e-3)
assert np.isclose(dn_pockels, n_polar**3 * abs(r_formula) * field / 2,
                  rtol=1e-2)

small = field / 10
bias_slope = (eta(0, (field + small) * ez)[0, 0]
              - eta(0, (field - small) * ez)[0, 0]) / (2 * small)
assert np.isclose(bias_slope, 2 * R_formula * field, rtol=1e-3)

# ---------- seven coupled bonds around one bond midpoint ----------
hybrid_coupling = 0.5


def cluster(p, gradient):
    """Site energies +p and -p; outer couplings h(1 +/- gradient)."""
    left, right = -b * directions[0] / 2, b * directions[0] / 2
    positions = [left] * 4 + [right] * 4
    positions += [left + b * n for n in directions[1:]]
    positions += [right - b * n for n in directions[1:]]
    H = np.diag([p] * 4 + [-p] * 4 + [-p] * 3 + [p] * 3).astype(float)
    for start in (0, 4):
        for i, j in itertools.combinations(range(start, start + 4), 2):
            H[i, j] = H[j, i] = -hybrid_coupling
    H[0, 4] = H[4, 0] = -h
    for m in range(1, 4):
        H[m, 7 + m] = H[7 + m, m] = -h * (1 + gradient)
        H[4 + m, 10 + m] = H[10 + m, 4 + m] = -h * (1 - gradient)
    return H, np.array(positions)


def cluster_response(p, gradient):
    H, positions = cluster(p, gradient)
    size = 0.01
    F = size * np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
    plus = optical_tensor(H, positions, F, 7)
    minus = optical_tensor(H, positions, -F, 7)
    rest = optical_tensor(H, positions, zero, 7)
    odd = np.max(abs(plus - minus)) / (2 * size)
    even = np.max(abs(plus + minus - 2 * rest)) / (2 * size**2)
    return odd, even


gradient = 0.1
odd_equal, even_equal = cluster_response(0, 0)
odd_polar, _ = cluster_response(p_polar, 0)
odd_graded, _ = cluster_response(0, gradient)
assert odd_equal < 1e-8 and even_equal > 1e-3
assert odd_polar > 1e-3 and odd_graded > 1e-3

# ---------- numbers for the text ----------
print("SYMMETRY")
print("point operations, equal atoms:", len(diamond))
print("point operations, unequal atoms:", len(binary))
print("operations fixing one atom, equal atoms:", len(site))
print("inversion centre / bond vector:", np.round(center / basis[1], 6))
print("Pockels constants, equal atoms:", counts["diamond", 3])
print("Pockels constants, unequal atoms:", counts["binary", 3])
print("Pockels constants, rotations 432 only:", counts["rotations", 3])
print("Kerr constants, equal atoms:", counts["diamond", 4])
print("Kerr constants, unequal atoms:", counts["binary", 4])
print("inversions after uniform strain, equal atoms:", strained_equal)
print("inversions after uniform strain, unequal atoms:", strained_unequal)
print("MODEL INPUT")
print(f"bond length b: {b:.2f} angstrom")
print(f"bond coupling h: {h:.2f} eV")
print(f"half site-energy difference p, unequal atoms: {p_polar:.2f} eV")
print(f"photon energy: {w:.2f} eV")
print(f"static field: {field:.4f} V/angstrom = {field * 1e10:.3e} V/m")
print(f"Coulomb constant: {coulomb:.5f} eV angstrom")
print("RESPONSE")
print(f"primitive-cell volume: {volume:.4f} angstrom^3")
print(f"sum of n_x n_y n_z over four bonds: {geometry:.6f}")
print(f"A(0), equal atoms: {A_formula(0):.6f} angstrom^2/eV")
print(f"A(p), unequal atoms: {A_formula(p_polar):.6f} angstrom^2/eV")
print(f"A(p), real-time propagation: {A_time:.6f} angstrom^2/eV")
print(f"A'(p), unequal atoms: {A_slope(p_polar):.6f} angstrom^2/eV^2")
print(f"A''(0), equal atoms: {A_curvature:.6f} angstrom^2/eV^3")
print(f"permittivity, equal atoms: {eps_equal:.6f}")
print(f"permittivity, unequal atoms: {eps_polar:.6f}")
print(f"refractive index, equal atoms: {n_equal:.6f}")
print(f"refractive index, unequal atoms: {n_polar:.6f}")
print(f"largest |r|, equal atoms: {np.max(abs(r_equal)):.1e} angstrom/V")
print(f"r_xyz, unequal, numerical: {r_polar[0, 1, 2]:.6f} angstrom/V")
print(f"r_xyz, unequal, formula: {r_formula:.6f} angstrom/V")
print(f"r_xyz, unequal, converted: {r_formula * 100:.4f} pm/V")
print(f"R_xxxx, equal, numerical: {R_xxxx:.6f} angstrom^2/V^2")
print(f"R_xxzz, equal, numerical: {R_xxzz:.6f} angstrom^2/V^2")
print(f"R_xyxy, equal, numerical: {R_xyxy:.6f} angstrom^2/V^2")
print(f"R, equal, formula: {R_formula:.6f} angstrom^2/V^2")
print(f"R, equal, converted: {R_formula * 1e-20:.4e} m^2/V^2")
print(f"Kerr change of eta_xx, equal atoms: {kerr_change:.4e}")
print(f"Pockels change of eta_xy, unequal atoms: {pockels_change:.4e}")
print(f"field exponent, equal atoms: {kerr_power:.5f}")
print(f"field exponent, unequal atoms: {pockels_power:.5f}")
print(f"index change, equal atoms: {dn_kerr:.4e}")
print(f"largest principal index change, unequal: {dn_pockels:.4e}")
print(f"bias-induced linear slope, equal: {bias_slope:.4e} angstrom/V")
print("COUPLED CLUSTER")
print(f"coupling between hybrids on one atom: {hybrid_coupling:.2f} eV")
print(f"fractional coupling gradient: {gradient:.2f}")
print(f"odd response, equal atoms: {odd_equal:.1e} angstrom^3/eV^2")
print(f"odd response, unequal atoms: {odd_polar:.5f} angstrom^3/eV^2")
print(f"odd response, graded couplings: {odd_graded:.5f} angstrom^3/eV^2")
print(f"even response, equal atoms: {even_equal:.5f} angstrom^4/eV^3")
print("finished without a failed check")
```

It prints:

```
SYMMETRY
point operations, equal atoms: 48
point operations, unequal atoms: 24
operations fixing one atom, equal atoms: 24
inversion centre / bond vector: [0.5 0.5 0.5]
Pockels constants, equal atoms: 0
Pockels constants, unequal atoms: 1
Pockels constants, rotations 432 only: 0
Kerr constants, equal atoms: 3
Kerr constants, unequal atoms: 3
inversions after uniform strain, equal atoms: 1
inversions after uniform strain, unequal atoms: 0
MODEL INPUT
bond length b: 2.40 angstrom
bond coupling h: 2.00 eV
half site-energy difference p, unequal atoms: 1.00 eV
photon energy: 0.80 eV
static field: 0.0010 V/angstrom = 1.000e+07 V/m
Coulomb constant: 14.39965 eV angstrom
RESPONSE
primitive-cell volume: 42.5669 angstrom^3
sum of n_x n_y n_z over four bonds: 0.769800
A(0), equal atoms: 1.500000 angstrom^2/eV
A(p), unequal atoms: 1.064442 angstrom^2/eV
A(p), real-time propagation: 1.064443 angstrom^2/eV
A'(p), unequal atoms: -0.652741 angstrom^2/eV^2
A''(0), equal atoms: -1.156250 angstrom^2/eV^3
permittivity, equal atoms: 9.501975
permittivity, unequal atoms: 7.033241
refractive index, equal atoms: 3.082527
refractive index, unequal atoms: 2.652026
largest |r|, equal atoms: 0.0e+00 angstrom/V
r_xyz, unequal, numerical: -0.051818 angstrom/V
r_xyz, unequal, formula: -0.051818 angstrom/V
r_xyz, unequal, converted: -5.1818 pm/V
R_xxxx, equal, numerical: 0.017421 angstrom^2/V^2
R_xxzz, equal, numerical: 0.017421 angstrom^2/V^2
R_xyxy, equal, numerical: 0.017421 angstrom^2/V^2
R, equal, formula: 0.017421 angstrom^2/V^2
R, equal, converted: 1.7421e-22 m^2/V^2
Kerr change of eta_xx, equal atoms: 1.7421e-08
Pockels change of eta_xy, unequal atoms: -5.1818e-05
field exponent, equal atoms: 2.00000
field exponent, unequal atoms: 1.00000
index change, equal atoms: -2.5513e-07
largest principal index change, unequal: 4.8322e-04
bias-induced linear slope, equal: 3.4841e-05 angstrom/V
COUPLED CLUSTER
coupling between hybrids on one atom: 0.50 eV
fractional coupling gradient: 0.10
odd response, equal atoms: 1.7e-12 angstrom^3/eV^2
odd response, unequal atoms: 0.99363 angstrom^3/eV^2
odd response, graded couplings: 0.06483 angstrom^3/eV^2
even response, equal atoms: 0.64379 angstrom^4/eV^3
finished without a failed check
```
